# Kemble's uniform transmission formula below and above the barrier top, part 1

(Sections cited here and not found follow in the second part.)

## The result

A particle of mass $m$ and energy $E$ moves in one dimension in a real potential $V(x)$, analytic near the real axis, with a single maximum $V_0$ at $x^*$ and $V''(x^*)=-m\omega^2$. The energy lies above both asymptotic values of $V$. With $k^2(x)=2m\,[E-V(x)]/\hbar^2$, the reflection and transmission probabilities obey, to leading order in $\hbar$,

$$\frac{R}{T}=e^{2\theta},\qquad T=\frac{1}{1+e^{2\theta}},$$

$$\theta=\int_{x_1}^{x_2}|k|\,dx\quad(E<V_0),\qquad \theta=-2\,\mathrm{Im}\int_{x_0}^{x_+}k\,dx\quad(E>V_0).$$

Here $x_1<x_2$ are the real turning points. Above the top the turning points are a complex conjugate pair, and $x_+$ is the one in the upper half-plane. The point $x_0$ is any point of the real axis, where $k>0$; its position is immaterial because $k\,dx$ is real along the axis. The two expressions are one analytic function of $E$, positive below $V_0$, zero at $V_0$ and negative above. For the inverted parabola $\theta=\pi(V_0-E)/\hbar\omega$ and the formula is exact at every energy. For other barriers $\theta$ carries an error of order $\hbar$, so the true $T(V_0)$ is near $1/2$ but in general not equal to it. The formula holds uniformly through the top. When $V$ approaches its higher asymptote exponentially, the formula fails near the threshold where that asymptotic wavenumber vanishes. It assumes that one pair of turning points governs the scattering, and far above the top its error can grow if $x_+$ approaches a singularity of $V$.

The time factor is $e^{-iEt/\hbar}$, so a wave whose phase increases with $x$ moves to the right, and the particle comes in from the left. The equation is $\psi''+k^2\psi=0$. Its flux, in units of $\hbar/m$, is $J=\mathrm{Im}(\psi^*\psi')$, which is constant on the real axis because $J'=\mathrm{Im}(|\psi'|^2-k^2|\psi|^2)=0$. Energies are in eV and lengths in Å.

## First derivation: the comparison equation

### Change of variable

Let $s(x)$ be a smooth increasing function and put $\psi(x)=s'^{-1/2}\,\phi(s(x))$. Differentiating twice,

$$\psi''=s'^{3/2}\phi_{ss}+\left[2\,(s'^{-1/2})'\,s'+s'^{-1/2}s''\right]\phi_s+(s'^{-1/2})''\,\phi .$$

Since $(s'^{-1/2})'=-\tfrac12 s'^{-3/2}s''$, the bracket is $-s'^{-1/2}s''+s'^{-1/2}s''=0$; the prefactor $s'^{-1/2}$ is chosen for this cancellation. One more derivative gives

$$(s'^{-1/2})''=-\tfrac12 s'^{-3/2}s'''+\tfrac34 s'^{-5/2}s''^2=-\tfrac12\,s'^{-1/2}\{s,x\},\qquad \{s,x\}=\frac{s'''}{s'}-\frac32\left(\frac{s''}{s'}\right)^2,$$

where $\{s,x\}$ is the Schwarzian derivative. Dividing $\psi''+k^2\psi=0$ by $s'^{3/2}$,

$$\phi_{ss}+\frac{k^2-\tfrac12\{s,x\}}{s'^2}\,\phi=0. \tag{1}$$

This is exact. The flux is unchanged: $\psi^*\psi'=\phi^*\phi_s-\tfrac12 s'^{-2}s''|\phi|^2$, and the last term is real, so $\mathrm{Im}(\psi^*\psi')=\mathrm{Im}(\phi^*\phi_s)$. Probabilities computed for $\phi$ are probabilities for $\psi$.

### Choice of the map

The function $k^2$ has two nearby simple zeros that merge at $E=V_0$. The simplest function with that structure is $s^2+2\varepsilon$, so $s(x)$ is required to satisfy

$$s'^2\,(s^2+2\varepsilon)=k^2, \tag{2}$$

with a constant $\varepsilon$ still free. Equation (1) becomes $\phi_{ss}+(s^2+2\varepsilon-w)\phi=0$ with $w=\{s,x\}/2s'^2$.

Regularity fixes $\varepsilon$. Take $E<V_0$ and $\varepsilon<0$, and let $s_2=\sqrt{-2\varepsilon}$, $s_1=-s_2$. Integrate (2) from the matched points $x_2$ and $s_2$:

$$\int_{s_2}^{s}\sqrt{s^2+2\varepsilon}\,ds=\int_{x_2}^{x}k\,dx .$$

Near a simple zero the right side is $(x-x_2)^{3/2}G(x)$ and the left side is $(s-s_2)^{3/2}H(s)$, with $G$ and $H$ analytic and positive. Raising both to the power $2/3$ gives an analytic invertible relation, so $s(x)$ is regular at $x_2$. Inside the barrier $s'=|k|/\sqrt{-2\varepsilon-s^2}$. If $x$ reaches $x_1$ before $s$ reaches $s_1$, then $s'$ vanishes there; in the opposite case it is infinite; either way $w$ is singular. The two arrive together only if

$$\theta=\int_{s_1}^{s_2}\sqrt{-2\varepsilon-s^2}\,ds=\frac{\pi}{2}s_2^2=-\pi\varepsilon, \tag{3}$$

the integral being the area of a half disc of radius $s_2$.

For $E>V_0$ and $\varepsilon>0$ the zeros are $s_\pm=\pm i\sqrt{2\varepsilon}$, and the integration starts from the matched points $x_+$ and $s_+$. For real $x$ the imaginary part of $\int_{x_+}^{x}k\,dx$ is the constant $\theta/2$, by the definition above. For real $s$ the imaginary part of $\int_{s_+}^{s}\sqrt{s^2+2\varepsilon}\,ds$ is the constant $-\pi\varepsilon/2$, because $s=iy$ gives $\int_0^{s_+}=i\int_0^{\sqrt{2\varepsilon}}\sqrt{2\varepsilon-y^2}\,dy=i\pi\varepsilon/2$. Real $x$ maps to real $s$ only if the constants agree, which is again $\theta=-\pi\varepsilon$. The lower zeros then match by complex conjugation.

The size of $w$ follows from scaling. With $p=\hbar k$ and $\tilde s=\hbar^{1/2}s$, equation (2) reads $\tilde s'^2(\tilde s^2+2\hbar\varepsilon)=p^2$, and by (3) $\hbar\varepsilon$ is a classical action. So $\tilde s(x)$ does not depend on $\hbar$. The Schwarzian is unchanged when $s$ is multiplied by a constant, while $s'^2\propto1/\hbar$. Hence $w$ is a bounded function of order $\hbar$ for all $E$ near $V_0$, which is the source of the uniformity. Dropping it leaves the comparison equation

$$\phi''+(s^2+2\varepsilon)\,\phi=0. \tag{4}$$

Far to either side $|s|\to\infty$, and a solution $|s|^{-1/2}\exp(\pm i\int\sqrt{s^2+2\varepsilon}\,ds)$ of (4) becomes, by (2), $k^{-1/2}\exp(\pm i\int k\,dx)$. Right-moving waves map to right-moving waves.

### Exact solution of the comparison equation

Put $\phi=e^{is^2/2}f$. Then $\phi''=e^{is^2/2}[f''+2isf'+(i-s^2)f]$, and (4) becomes

$$f''+2isf'+(i+2\varepsilon)f=0 .$$

The coefficients are linear in $s$, so try $f=\int g(t)\,e^{ist}dt$. Then $f''=\int(-t^2g)\,e^{ist}dt$. The middle term is $2isf'=-2\int tg\,s\,e^{ist}dt$, and with $s\,e^{ist}=-i\,\partial_te^{ist}$ an integration by parts gives $2isf'=2i\,[tg\,e^{ist}]-2i\int(tg)'e^{ist}dt$. The equation holds if the boundary term vanishes and $-t^2g-2i(g+tg')+(i+2\varepsilon)g=0$. Solving for $g'/g$,

$$\frac{g'}{g}=\frac{-t^2-i+2\varepsilon}{2it}=\frac{it}{2}-\frac{1}{2t}-\frac{i\varepsilon}{t},\qquad g=t^{-1/2-i\varepsilon}\,e^{it^2/4}.$$

Take the path from $0$ to $\infty\,e^{i\pi/4}$, with the cut of $\ln t$ on the negative real axis. At $t=0$, $|tg|\propto|t|^{1/2}\to0$. At the far end $t=re^{i\pi/4}$ gives $e^{it^2/4}=e^{-r^2/4}$, which defeats $e^{ist}$ for any $s$. The boundary term vanishes, and

$$\phi(s)=e^{is^2/2}\int_0^{\infty e^{i\pi/4}}t^{-1/2-i\varepsilon}\,e^{it^2/4+ist}\,dt$$

solves (4) exactly for all $s$.

For $s\to+\infty$ rotate the path to $t=i\tau$. On the arc $t=re^{i\varphi}$, $\pi/4\le\varphi\le\pi/2$, one has $|e^{it^2/4}|\le1$ and $|e^{ist}|=e^{-sr\sin\varphi}$, so the arc at infinity contributes nothing. Then $f=i^{1/2-i\varepsilon}\int_0^\infty\tau^{-1/2-i\varepsilon}e^{-s\tau}e^{-i\tau^2/4}d\tau$. Because $|e^{-i\tau^2/4}-1|\le\tau^2/4$ and $\tau$ is of order $1/s$, the last factor may be replaced by 1 with relative error $O(s^{-2})$. With $i^{1/2-i\varepsilon}=e^{i\pi/4}e^{\pi\varepsilon/2}$ and the definition of the gamma function,

$$\phi\simeq e^{i\pi/4}\,e^{\pi\varepsilon/2}\,\Gamma(\tfrac12-i\varepsilon)\,s^{-1/2}\,e^{i(s^2/2+\varepsilon\ln s)} .$$

The phase has derivative $s+\varepsilon/s>0$. This is a pure transmitted wave, with flux $s|\phi|^2=|\Gamma(\tfrac12-i\varepsilon)|^2e^{\pi\varepsilon}$.

For $s=-S\to-\infty$ the exponent is $i(t^2/4-St)=i(t-t_0)^2/4-iS^2$, with a saddle at $t_0=2S$. Deform the path into two pieces: the segment $t=-i\tau$, $0\le\tau\le t_0$, and the line $t=t_0+re^{i\pi/4}$ from $r=-\sqrt2\,t_0$, which is the point $-it_0$, to $r=\infty$. The region swept lies in $\mathrm{Re}\,t\ge0$, away from the cut, and both paths end where the Gaussian factor decays.

On the segment $e^{ist}=e^{-S\tau}$ and $(-i)^{1/2-i\varepsilon}=e^{-i\pi/4}e^{-\pi\varepsilon/2}$. The estimate used before applies, and extending $\tau$ to infinity costs only $e^{-2S^2}$:

$$\phi_{\rm r}\simeq e^{-i\pi/4}\,e^{-\pi\varepsilon/2}\,\Gamma(\tfrac12-i\varepsilon)\,S^{-1/2}\,e^{i(s^2/2+\varepsilon\ln|s|)} .$$

The phase has derivative $s+\varepsilon/s<0$, so this is the reflected wave, with flux of magnitude $|\Gamma|^2e^{-\pi\varepsilon}$.

On the line the exponential is $e^{-iS^2}e^{-r^2/4}$. The power of $t$ varies on the scale $t_0$, its linear term in $r$ integrates to zero, and $\int e^{-r^2/4}dr=2\sqrt\pi$. With $dt=e^{i\pi/4}dr$,

$$\phi_{\rm i}\simeq 2\sqrt\pi\,e^{i\pi/4}\,(2S)^{-1/2}\,e^{-i(s^2/2+\varepsilon\ln 2|s|)} .$$

The phase has derivative $-s-\varepsilon/s>0$. This is the incident wave, with flux $S\cdot4\pi/2S=2\pi$.

The unknown $|\Gamma|^2$ cancels in the ratio of reflected to transmitted flux, $R/T=e^{-2\pi\varepsilon}$. The flux of a sum $A+B$ of counter-propagating waves is $k\,\mathrm{Re}[(A+B)^*(A-B)]=k(|A|^2-|B|^2)$, since $B^*A-A^*B$ is imaginary, so constancy of $J$ means $R+T=1$. Using (3),

$$T=\frac{1}{1+R/T}=\frac{1}{1+e^{2\theta}} .$$

The same balance, $2\pi=|\Gamma|^2(e^{\pi\varepsilon}+e^{-\pi\varepsilon})$, proves $|\Gamma(\tfrac12-i\varepsilon)|^2=\pi/\cosh\pi\varepsilon$. At $\varepsilon=0.5$ the numerical check below finds $|\Gamma|^2=1.25204$ and incident, reflected and transmitted fluxes $6.28318$, $0.26027$ and $6.02291$.

### The parabola

For $V=V_0-\tfrac12m\omega^2(x-x^*)^2$ one has $k^2=(m\omega/\hbar)^2(x-x^*)^2+2m(E-V_0)/\hbar^2$. The linear map $s=(m\omega/\hbar)^{1/2}(x-x^*)$ has $s'^2=m\omega/\hbar$, and $k^2/s'^2=s^2+2(E-V_0)/\hbar\omega$. So (2) holds with $\varepsilon=(E-V_0)/\hbar\omega$, and $s''=0$ makes $w$ vanish identically. Nothing has been dropped, and the $O(s^{-2})$ corrections vanish as $|s|\to\infty$, where the fluxes are defined. The formula is exact, with $\theta=\pi(V_0-E)/\hbar\omega$, for either sign of $E-V_0$.

Two limits fix the meaning. For $\theta\gg1$, $T\simeq e^{-2\theta}$, the ordinary WKB tunnelling factor. That factor alone tends to 1 at the top, twice the correct leading value, so it cannot be used near the top. For $\theta\ll-1$, $R\simeq e^{-2|\theta|}$, the exponentially small reflection of a particle that passes over the barrier.

### Analyticity of $\theta$ through the top

With $\xi=x-x^*$, write $V_0-V=\tfrac12m\omega^2\xi^2(1+\alpha\xi+\beta\xi^2+\dots)$ and define $u=\xi\,(1+\alpha\xi+\dots)^{1/2}$, so that $V_0-V=\tfrac12m\omega^2u^2$. The inverse $x(u)$ is analytic near $u=0$, with real coefficients and $x'(0)=1$. The turning points are $u=\pm u_0$ with $u_0^2=2(V_0-E)/m\omega^2$, and between them $|k|=(m\omega/\hbar)\sqrt{u_0^2-u^2}$. Substituting $u=u_0\sin\varphi$,

$$\theta=\frac{2(V_0-E)}{\hbar\omega}\int_{-\pi/2}^{\pi/2}\cos^2\varphi\;\,x'(u_0\sin\varphi)\,d\varphi. \tag{5}$$

Odd powers of $u_0\sin\varphi$ integrate to zero, so the integral is a power series in $u_0^2\propto V_0-E$ that starts at $\pi/2$. Therefore $\theta$ is analytic at $V_0$, changes sign there, and has slope $-\pi/\hbar\omega$.

For $E>V_0$, $u_0=iv_0$. The contour definition, started at $u=0$ with $u=iv_0\sin\varphi$ and $k=(m\omega/\hbar)v_0\cos\varphi$, gives $\int k\,dx=i(m\omega v_0^2/\hbar)\int_0^{\pi/2}\cos^2\varphi\;x'(iv_0\sin\varphi)\,d\varphi$. The real part of $x'(iv)$ is the even part of its series. Multiplying the imaginary part of the integral by $-2$, and using $-v_0^2=u_0^2$, reproduces (5). The contour form is the analytic continuation of the real integral. For a symmetric barrier centred at the origin $V(iy)$ is real and rises from $V_0$; as long as it keeps rising until it reaches $E$, which is always so near the top, $x_+=iy_0$ and $\theta=-2\int_0^{y_0}k(iy)\,dy$. The minus sign is essential: taking the modulus would make $T$ fall again above the top.

### The error at the top

The term $w$ can be absorbed. Since $k^2-\tfrac12\{s,x\}=s'^2(s^2+2\varepsilon-w)$, choose a second map $s_{(2)}$ satisfying (2) with this function on the right. The remainder in (1) is then half the difference of the two Schwarzians, divided by $s_{(2)}'^2$. In scaled form the right side of (2) has changed from $p^2$ to $p^2-\tfrac12\hbar^2\{s,x\}$, so the maps differ at relative order $\hbar^2$ and the new remainder is $O(\hbar^3)$. The improved $\theta$ is $\int\sqrt{-2\varepsilon+w-s^2}\,ds$. At the top the zeros are close to $s=0$, $w$ may be replaced by $w(0)$, and the half-disc formula gives

$$\delta\theta=\frac{\pi}{2}\,w(0).$$

A term $w_1s$ in $w$ only shifts the centre of the disc and changes its area at order $w_1^2$.

At $E=V_0$, with $\kappa_0=m\omega/\hbar$, $k=\kappa_0\xi\,[1+\tfrac12\alpha\xi+(\tfrac12\beta-\tfrac18\alpha^2)\xi^2]$. Integrating $ss'=k$,

$$s^2=\kappa_0\xi^2\left[1+\tfrac13\alpha\xi+\left(\tfrac14\beta-\tfrac1{16}\alpha^2\right)\xi^2\right],\qquad s=\kappa_0^{1/2}\left[\xi+\tfrac16\alpha\xi^2+\left(\tfrac18\beta-\tfrac1{32}\alpha^2-\tfrac1{72}\alpha^2\right)\xi^3\right].$$

At $\xi=0$, $s''/s'=\alpha/3$ and $s'''/s'=\tfrac34\beta-\tfrac{13}{48}\alpha^2$, because $\tfrac1{32}+\tfrac1{72}=\tfrac{13}{288}$. Then $\{s,x\}=\tfrac34\beta-\tfrac{13}{48}\alpha^2-\tfrac{8}{48}\alpha^2=\tfrac34\beta-\tfrac7{16}\alpha^2$, and with $s'^2=\kappa_0$,

$$\delta\theta(V_0)=\frac{\pi\hbar}{2m\omega}\left(\frac{3\beta}{8}-\frac{7\alpha^2}{32}\right). \tag{6}$$

## Second derivation: continuation around the turning points

This route solves no model equation. It follows the transmitted wave along a complex path that stays away from the turning points.

### Exact amplitude equations

Let $\sigma'=k$, with $\sigma$ real on the real axis to the right of the barrier, and $w_\pm=k^{-1/2}e^{\pm i\sigma}$. Equation (1), read with $s=\sigma$ and $\phi=e^{\pm i\sigma}$, shows that $w_\pm''+(k^2+\rho)\,w_\pm=0$ with $\rho=\tfrac12\{\sigma,x\}$. The Wronskian is $w_+w_-'-w_-w_+'=k^{-1}(-ik-ik)=-2i$. Define amplitudes by $\psi=a_+w_++a_-w_-$ and $\psi'=a_+w_+'+a_-w_-'$. Consistency of the two definitions requires $a_+'w_++a_-'w_-=0$, and the wave equation requires $a_+'w_+'+a_-'w_-'=\rho\psi$. Solving this linear pair gives $a_+'=w_-\rho\psi/2i$ and $a_-'=-w_+\rho\psi/2i$. With $b=a_-e^{-2i\sigma}$,

$$a_+'=\frac{\rho}{2ik}\,(a_++b),\qquad a_-'=-\frac{\rho}{2ik}\,e^{2i\sigma}(a_++b). \tag{7}$$

### A bound on the change of $a_+$

Take a path from $x_a$ along which $\mathrm{Im}\,\sigma$ never increases, so that $|e^{i\sigma}|$ never decreases. Integrating (7),

$$a_+(x)=a_+(x_a)+\int_{x_a}^x\frac{\rho\,(a_++b)}{2ik}dx',$$

$$b(x)=e^{-2i[\sigma(x)-\sigma(x_a)]}\,b(x_a)-\int_{x_a}^x e^{-2i[\sigma(x)-\sigma(x')]}\,\frac{\rho\,(a_++b)}{2ik}dx' .$$

Each exponential has modulus $e^{2\,\mathrm{Im}\,\Delta\sigma}\le1$. With $N=|a_+|+|b|$ the two lines give $N\le F$, where $F=N(x_a)+\int|\rho/k|\,N\,|dx'|$. Along the path $dF=|\rho/k|\,N\,|dx|\le|\rho/k|\,F\,|dx|$, so $F\le N(x_a)e^{\mu}$ with $\mu=\int|\rho/k|\,|dx|$. The integral in the first line is at most $(F-N(x_a))/2$:

$$|a_+(x)-a_+(x_a)|\le\tfrac12N(x_a)\,(e^{\mu}-1). \tag{8}$$

The amplitude of the growing wave is preserved. The function $\rho$ does not depend on $\hbar$ and $k\propto1/\hbar$, so $\mu=O(\hbar)$ on any fixed path that avoids the zeros of $k^2$. The merging of the zeros at $E=V_0$ takes place away from the path and does not affect this estimate. No such statement holds for $a_-$, which can change completely. The bound (8) gives no licence to follow a decaying wave in the direction in which it decays.

### The path and the ratio $R/T$

Assume that $V$ approaches its asymptotes exponentially in a strip above the real axis, and that a path $\Gamma$ runs in the strip from $+\infty+iy$ to $-\infty+iy$, above the turning points, with $\mathrm{Im}\,\sigma$ never increasing. At $+\infty$ the solution has $a_+=1$, $b=0$. The vertical links of length $y$ between the real axis and $\Gamma$ change nothing, because $\rho\to0$ at both ends while $e^{\pm2i\sigma}$ varies by a finite factor. By (8), $a_+=1+O(\mu)$ on the far left.

It remains to see what $w_+$ has become there. Below the top, passing over $x_2$ from the right turns $x-x_2$ through the angle $+\pi$, so $k=e^{i\pi/2}|k|$ between the turning points, and passing over $x_1$ gives $k=e^{i\pi}|k|=-|k|$. Above the top the path passes over $x_+$ and so winds once round that zero compared with the real axis; $k^2$ turns through $2\pi$ and again $k=-|k|$. In both cases the phase of $w_+$ decreases with $x$ on the left, so $w_+$ is the reflected wave, with modulus $|k|^{-1/2}e^{-\mathrm{Im}\,\sigma_L}$, where $\sigma_L$ is the continued $\sigma$ on the left real axis. Its flux relative to the transmitted flux is

$$\frac RT=|a_+|^2e^{2\theta},\qquad \theta=-\mathrm{Im}\int_\Gamma k\,dx, \tag{9}$$

with the path run from the right real axis to the left one. With $R+T=1$ this is Kemble's formula.

The integral of an analytic function may be deformed freely. Below the top, lower the path onto the axis: only the stretch between the turning points is imaginary, $\int_{x_2}^{x_1}i|k|\,dx=-i\int_{x_1}^{x_2}|k|\,dx$, so $\theta=\int_{x_1}^{x_2}|k|\,dx$. Above the top, wrap the path round a cut from $x_0$ to $x_+$: the ascent gives $\int_{x_0}^{x_+}k\,dx$ and the descent, with $k$ reversed, gives the same again, so $\theta=-2\,\mathrm{Im}\int_{x_0}^{x_+}k\,dx$. On a fixed path $k$ depends analytically on $E$, so (9) is a single real-analytic function of $E$ and the continuation needs no separate argument.

Kemble's formula has now been derived twice, from the comparison equation and by continuation around the turning points, with one analytic $\theta$ below and above the top. What remains is to treat the parabola by the second route, find the first correction at any energy, compare the assumptions of the two derivations, and apply and test the formula on the asymmetric Eckart barrier, including its thermal factor.
